# The five hyperfine levels of ortho H2+ with L = 1: a numerical check

```python
"""Hyperfine levels of ortho H2+ with L = 1, I = 1, s = 1/2.

Result under test: the 18 x 18 spin Hamiltonian
  H = b I.s + ce L.s + cI L.I
      + d1/5 {2/3 L^2 I.s - [(L.I)(L.s) + (L.s)(L.I)]}
      + d2/5 {1/3 L^2 I^2 - 1/2 L.I - (L.I)^2}
splits into one J = 5/2 level and two 2 x 2 blocks (J = 3/2 and 1/2)
with closed matrix elements in the basis F = 3/2, F = 1/2.
L: rotation, I: total proton spin, s: electron spin, F = I + s,
J = L + F. All five constants and all energies are in MHz.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants, mu_0, h, pi


def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    x = (raising + raising.T) / 2
    y = (raising - raising.T) / 2j
    return [x.astype(complex), y, np.diag(m).astype(complex)]


def dot(a, b):
    return sum(p @ q for p, q in zip(a, b))


one = spin_matrices(1)
half = spin_matrices(0.5)
e2, e3 = np.eye(2), np.eye(3)
L = [np.kron(np.kron(a, e3), e2) for a in one]
I = [np.kron(np.kron(e3, a), e2) for a in one]
s = [np.kron(np.kron(e3, e3), a) for a in half]
F = [a + b for a, b in zip(I, s)]
J = [a + b for a, b in zip(L, F)]
LI, Ls, Is = dot(L, I), dot(L, s), dot(I, s)
L2, I2, F2, J2 = dot(L, L), dot(I, I), dot(F, F), dot(J, J)
tensor_es = (2 / 3 * L2 @ Is - LI @ Ls - Ls @ LI) / 5
tensor_pp = (L2 @ I2 / 3 - LI / 2 - LI @ LI) / 5
proj_F32 = (F2 - 0.75 * np.eye(18)) / 3


def full_hamiltonian(c):
    b, ce, cI, d1, d2 = c
    return b * Is + ce * Ls + cI * LI + d1 * tensor_es + d2 * tensor_pp


def block_elements(c):
    b, ce, cI, d1, d2 = c
    e52 = b / 2 + ce / 2 + cI - d1 / 15 - d2 / 30
    j32 = (b / 2 - ce / 3 - 2 * cI / 3 + 4 * d1 / 15 + 2 * d2 / 15,
           -b - ce / 6 + 2 * cI / 3,
           np.sqrt(5) / 30 * (10 * (ce - cI) - d1 + d2))
    j12 = (b / 2 - 5 * ce / 6 - 5 * cI / 3 - d1 / 3 - d2 / 6,
           -b + ce / 3 - 4 * cI / 3,
           np.sqrt(2) / 6 * (2 * (ce - cI) + d1 - d2))
    return e52, j32, j12


def two_level(h11, h22, h12):
    """Upper energy, lower energy, F = 3/2 weight of the upper state."""
    root = np.sqrt(((h11 - h22) / 2) ** 2 + h12 ** 2)
    mean = (h11 + h22) / 2
    return mean + root, mean - root, (1 + (h11 - h22) / (2 * root)) / 2


def closed_levels(c):
    """List of (main F, J, energy, weight of F = 3/2)."""
    e52, j32, j12 = block_elements(c)
    u3, l3, w3 = two_level(*j32)
    u1, l1, w1 = two_level(*j12)
    return [(1.5, 2.5, e52, 1.0), (1.5, 1.5, u3, w3), (1.5, 0.5, u1, w1),
            (0.5, 1.5, l3, 1 - w3), (0.5, 0.5, l1, 1 - w1)]


# Axis average in the L = 1 rotational states, by angular quadrature
nodes, node_weights = np.polynomial.legendre.leggauss(8)
phis = np.arange(12) * 2 * pi / 12
axis_average = np.zeros((3, 3, 3, 3), complex)
for z, wz in zip(nodes, node_weights):
    for phi in phis:
        rho = np.sqrt(1 - z * z)
        n = np.array([rho * np.cos(phi), rho * np.sin(phi), z])
        Y = np.array([-np.sqrt(3 / (8 * pi)) * rho * np.exp(1j * phi),
                      np.sqrt(3 / (4 * pi)) * z,
                      np.sqrt(3 / (8 * pi)) * rho * np.exp(-1j * phi)])
        q = np.outer(n, n) - np.eye(3) / 3
        axis_average += (wz * 2 * pi / 12
                         * np.einsum('ij,a,b->ijab', q, Y.conj(), Y))
for i in range(3):
    for j in range(3):
        operator = -(one[i] @ one[j] + one[j] @ one[i]
                     - 4 / 3 * (i == j) * e3) / 5
        assert np.allclose(axis_average[i, j], operator, atol=1e-12)

# Electron-proton and proton-proton dipole terms from the averaged axis
triplet = np.array([[1, 0, 0], [0, 2 ** -0.5, 0],
                    [0, 2 ** -0.5, 0], [0, 0, 1]])
dipole_es = np.zeros((18, 18), complex)
dipole_pp = np.zeros((18, 18), complex)
for i in range(3):
    for j in range(3):
        q = axis_average[i, j]
        dipole_es += np.kron(q, np.kron(one[i], half[j]))
        pair = triplet.T @ np.kron(half[i], half[j]) @ triplet
        dipole_pp += np.kron(np.kron(q, 3 * pair), e2)
assert np.allclose(dipole_es, tensor_es, atol=1e-12)
assert np.allclose(dipole_pp, 3 * tensor_pp, atol=1e-12)

# Size of d2 from the proton moments at a fixed distance of 2 bohr
proton_moment = physical_constants['proton mag. mom.'][0]
bohr = physical_constants['Bohr radius'][0]
distance = 2.0
K_pp = mu_0 / (4 * pi) * (2 * proton_moment) ** 2 / (h * bohr ** 3) / 1e6
d2_estimate = -3 * K_pp / distance ** 3

# Block formulas against the full matrix for arbitrary constants
rng = np.random.default_rng(4)
for _ in range(20):
    trial = rng.normal(size=5) * 100
    expected = np.sort(np.concatenate(
        [[e] * int(2 * jj + 1) for _, jj, e, _ in closed_levels(trial)]))
    found = np.linalg.eigvalsh(full_hamiltonian(trial))
    assert np.allclose(found, expected, atol=1e-9)

# Worked example
constants = (923.0, 42.0, -0.04, 130.0, -0.3)
assert abs(d2_estimate - constants[4]) < 0.05  # input has one digit
levels = sorted(closed_levels(constants), key=lambda t: -t[2])
values, vectors = np.linalg.eigh(full_hamiltonian(constants))
for main_F, jj, energy, weight in levels:
    chosen = np.abs(values - energy) < 1e-6
    assert chosen.sum() == int(2 * jj + 1)
    v = vectors[:, chosen]
    assert np.allclose(v.conj().T @ J2 @ v,
                       jj * (jj + 1) * np.eye(chosen.sum()), atol=1e-8)
    found_weight = np.trace(v.conj().T @ proj_F32 @ v).real / chosen.sum()
    assert abs(found_weight - weight) < 1e-9
    assert (found_weight > 0.5) == (main_F == 1.5)
weighted_sum = sum((2 * jj + 1) * e for _, jj, e, _ in levels)
assert abs(weighted_sum) < 1e-8

# Order of the two highest levels as d1 changes
def with_d1(d1):
    return constants[:3] + (d1, constants[4])


def top_difference(d1):
    lev = closed_levels(with_d1(d1))
    return lev[0][2] - lev[1][2]


crossing = brentq(top_difference, 50, 200, xtol=1e-12)
b, ce, cI, d1, d2 = constants
crossing_unmixed = 5 * ce / 2 + 5 * cI - d2 / 2
_, unmixed_block, _ = block_elements(with_d1(crossing_unmixed))
assert abs(block_elements(with_d1(crossing_unmixed))[0]
           - unmixed_block[0]) < 1e-9


def top_multiplicity(d1_value):
    e = np.linalg.eigvalsh(full_hamiltonian(with_d1(d1_value)))
    return int(np.sum(e > e[-1] - 1e-6))


assert top_multiplicity(0.0) == 6
assert top_multiplicity(crossing) == 10
assert top_multiplicity(d1) == 4

# Effect of the two small constants, from the full matrix
without_small = np.linalg.eigvalsh(full_hamiltonian((b, ce, 0, d1, 0)))
small_effect = np.max(np.abs(values - without_small))
assert small_effect < 0.2

for name, value in zip(('b', 'c_e', 'c_I', 'd1', 'd2'), constants):
    print(f"input {name} = {value:.2f} MHz")
print(f"proton-proton distance for d2 check = {distance:.1f} bohr")
print(f"K/bohr^3 = {K_pp:.4f} MHz")
print(f"d2 estimated from proton moments = {d2_estimate:.3f} MHz")
e52, j32, j12 = block_elements(constants)
print(f"J=5/2 element = {e52:.3f} MHz")
for name, block in (('3/2', j32), ('1/2', j12)):
    for label, value in zip(('H11', 'H22', 'H12'), block):
        print(f"J={name} {label} = {value:.3f} MHz")
    upper, lower, _ = two_level(*block)
    print(f"J={name} mixing shift, up and down = {upper - block[0]:.3f} MHz")
    print(f"J={name} estimate H12^2/(H11-H22) = "
          f"{block[2] ** 2 / (block[0] - block[1]):.3f} MHz")
print("levels from highest to lowest:")
for main_F, jj, energy, weight in levels:
    print(f"F~{int(2 * main_F)}/2 J={int(2 * jj)}/2 E = {energy:.3f} MHz, "
          f"states {int(2 * jj + 1)}, "
          f"weight of named F {weight if main_F == 1.5 else 1 - weight:.5f}")
for upper, lower in zip(levels[:-1], levels[1:]):
    print(f"gap (F~{int(2 * upper[0])}/2,J={int(2 * upper[1])}/2) to "
          f"(F~{int(2 * lower[0])}/2,J={int(2 * lower[1])}/2) = "
          f"{upper[2] - lower[2]:.3f} MHz")
print(f"sum of (2J+1)E = {abs(weighted_sum):.6f} MHz")
print(f"d1 at top-level crossing, no mixing = {crossing_unmixed:.2f} MHz")
print(f"d1 at top-level crossing, exact = {crossing:.2f} MHz")
no_d1 = closed_levels(with_d1(0.0))
print(f"with d1=0: E(J=5/2) = {no_d1[0][2]:.3f} MHz")
print(f"with d1=0: E(F~3/2,J=3/2) = {no_d1[1][2]:.3f} MHz")
print(f"largest level change from c_I and d2 = {small_effect:.3f} MHz")
print("all tests passed")
```

It prints:

```
input b = 923.00 MHz
input c_e = 42.00 MHz
input c_I = -0.04 MHz
input d1 = 130.00 MHz
input d2 = -0.30 MHz
proton-proton distance for d2 check = 2.0 bohr
K/bohr^3 = 0.8106 MHz
d2 estimated from proton moments = -0.304 MHz
J=5/2 element = 473.803 MHz
J=3/2 H11 = 482.153 MHz
J=3/2 H22 = -930.027 MHz
J=3/2 H12 = 21.623 MHz
J=3/2 mixing shift, up and down = 0.331 MHz
J=3/2 estimate H12^2/(H11-H22) = 0.331 MHz
J=1/2 H11 = 383.283 MHz
J=1/2 H22 = -908.947 MHz
J=1/2 H12 = 50.530 MHz
J=1/2 mixing shift, up and down = 1.973 MHz
J=1/2 estimate H12^2/(H11-H22) = 1.976 MHz
levels from highest to lowest:
F~3/2 J=3/2 E = 482.484 MHz, states 4, weight of named F 0.99977
F~3/2 J=5/2 E = 473.803 MHz, states 6, weight of named F 1.00000
F~3/2 J=1/2 E = 385.256 MHz, states 2, weight of named F 0.99848
F~1/2 J=1/2 E = -910.920 MHz, states 2, weight of named F 0.99848
F~1/2 J=3/2 E = -930.358 MHz, states 4, weight of named F 0.99977
gap (F~3/2,J=3/2) to (F~3/2,J=5/2) = 8.681 MHz
gap (F~3/2,J=5/2) to (F~3/2,J=1/2) = 88.547 MHz
gap (F~3/2,J=1/2) to (F~1/2,J=1/2) = 1296.176 MHz
gap (F~1/2,J=1/2) to (F~1/2,J=3/2) = 19.438 MHz
sum of (2J+1)E = 0.000000 MHz
d1 at top-level crossing, no mixing = 104.95 MHz
d1 at top-level crossing, exact = 103.76 MHz
with d1=0: E(J=5/2) = 482.470 MHz
with d1=0: E(F~3/2,J=3/2) = 448.198 MHz
largest level change from c_I and d2 = 0.124 MHz
all tests passed
```
